Isotropic averaging of Raman scattering: activity and depolarization ratio, part 2

The problem is to find the Raman intensity of a gas or liquid, far from electronic resonance, from a molecule's polarizability tensor α(Q), and to decide whether a program must store the full tensor at displaced geometries or only its mean and anisotropy. Q is a mass-weighted normal coordinate. In fixed molecular axes x, y, z (Greek indices),

T_λμ = ∂α_λμ/∂Q at Q = 0.

In the example T is in Å² amu^(−1/2). X, Y, Z are laboratory axes, and T_ZZ, T_XZ are laboratory components of T. For incident polarization e_i and analyzer direction e_s, the intensity is proportional to

J(e_s, e_i) = ⟨(e_s·T·e_i)²⟩,

averaged over uniformly distributed orientations. The factor ⟨1|Q|0⟩² = ħ/(2ω), with ω the mode's angular frequency, and the scattered-frequency factor are dropped; they must be restored when different bands are compared.

The invariants are

a = (T_xx + T_yy + T_zz)/3,

γ² = (1/2)[(T_xx − T_yy)² + (T_yy − T_zz)² + (T_zz − T_xx)² + 6(T_xy² + T_yz² + T_zx²)].

With P = 9a² and N = Σ_λμ T_λμ², a symmetric T has γ² = (3N − P)/2. Its traceless part B satisfies Σ B_λμ² = (2/3)γ². For real symmetric T,

⟨T_ZZ²⟩ = [9a² + 6a² + (4/3)γ²]/15 = a² + 4γ²/45,   (11)

⟨T_XZ²⟩ = 2γ²/30 = γ²/15.   (12)

Result (12) holds for any two different laboratory axes. An average of two components of T vanishes if any laboratory axis occurs an odd number of times among their indices.

These results rest on the rank-four average of products of four direction cosines between laboratory and molecular axes. Its formula agrees with direct quadrature over rotations to 5.6 × 10⁻¹⁶.

## 2. Activity, depolarization ratio and the three bands of water

The second half uses the following symbols and results. T is the derivative of the polarizability tensor with respect to the mass-weighted normal coordinate Q, a is one third of its trace, and γ² is its squared anisotropy. X, Y, Z are laboratory axes, and angle brackets denote the average over uniformly distributed orientations. For a real symmetric T,

⟨T_ZZ²⟩ = a² + 4γ²/45,
⟨T_XZ²⟩ = γ²/15.

For a general real T, with P the squared trace, N = Σ T_λμ² and N′ = Σ T_λμ T_μλ,

⟨T_ZZ²⟩ = (P + N + N′)/15,
⟨T_XZ²⟩ = (−P + 4N − N′)/30.

Let the incident light be polarized along Z, and let the analyzer make an angle ψ with Z, so that e_s = Z cos ψ + X sin ψ. The square of the amplitude contains a cross term proportional to ⟨T_ZZ T_XZ⟩. It vanishes because X occurs an odd number of times among its indices. What remains is

J(ψ) = cos²ψ (a² + 4γ²/45) + sin²ψ (3γ²/45).

Writing sin²ψ = 1 − cos²ψ gives

J(ψ) = γ²/15 + cos²ψ (a² + γ²/45).   (13)

The scattered intensity thus depends on the two polarizations through the angle between them.

Now observe in a direction perpendicular to Z. The incident beam is also perpendicular to Z, so the incident polarization is then perpendicular to the scattering plane. One of the two scattered polarizations is Z, with ψ = 0. The other lies in the scattering plane and is perpendicular to Z, with ψ = 90°. Their sum is

J_total = a² + 4γ²/45 + 3γ²/45 = (45a² + 7γ²)/45.   (14)

The scattering angle within the plane does not appear, so the result is not restricted to observation at 90°. The factor 1/45 is common to all bands and is left out by convention. The Raman activity is defined as

S = 45a² + 7γ².   (15)

The depolarization ratio is the intensity with the analyzer perpendicular to the incident polarization, divided by that with the analyzer parallel to it:

ρ = (3γ²/45)/(a² + 4γ²/45) = 3γ²/(45a² + 4γ²).   (16)

The 7 in the activity is the sum of the 4 from the parallel intensity and the 3 from the crossed one. A calculation compared with a spectrum taken through a parallel analyzer needs 45a² + 4γ² instead of S. The two are related by 45a² + 4γ² = S/(1 + ρ).

The geometry matters for (15). If the direction of observation makes an angle Θ with Z, one scattered polarization can be chosen perpendicular to Z and the other has cos ψ = sin Θ. Equation (13) then gives

J_total(Θ) = 2γ²/15 + sin²Θ (a² + γ²/45).

At Θ = 90° this is (14). Along Z itself the isotropic part disappears, because a dipole does not radiate along its own axis. A detector that collects a wide cone of directions measures a mixture of these values, and its ratio of polarized intensities is not quite (16).

Since a² and γ² are not negative, (16) gives 0 ≤ ρ ≤ 3/4 for any nonzero symmetric tensor. The lower limit belongs to γ = 0 and the upper one to a = 0. Between them, the ratio determines the relative size of the two invariants:

a²/γ² = (3 − 4ρ)/(45ρ).

The upper limit has a symmetry meaning. Suppose that a symmetry operation of the equilibrium structure turns the displacement Q into −Q, as happens for some operation when the mode is nondegenerate and not totally symmetric. The polarizability tensors at Q and −Q are then related by a rotation or reflection, which does not change the trace. The trace is an even function of Q, its derivative at Q = 0 vanishes, and a = 0. For a degenerate set the derivatives of the trace form a vector in the space of the degenerate coordinates. All symmetry operations must leave this vector unchanged, and in such a set only the zero vector has that property.

A mode that is not totally symmetric therefore has ρ = 3/4 if it is Raman active at all. For a fundamental band that does not overlap another one, a value clearly below 3/4 shows that the mode is totally symmetric. The conclusion does not extend to overtones: the trace is even in Q for a nondegenerate mode that is not totally symmetric, but its second derivative need not vanish, so the first overtone of such a mode can have a ratio below 3/4. The reverse inference is not safe, because a totally symmetric mode can have a small a through cancellation among the diagonal elements.

Unpolarized incident light gives another ratio. Let it travel along Y and be observed along X. It is an equal mixture of polarizations Z and X, whose intensities add. Apart from a common factor 1/2, the intensity with the analyzer along Z is

⟨T_ZZ²⟩ + ⟨T_ZX²⟩ = (45a² + 7γ²)/45,

and with the analyzer along Y it is

⟨T_YZ²⟩ + ⟨T_YX²⟩ = 6γ²/45.

Their ratio is

ρ_n = 6γ²/(45a² + 7γ²) = 2ρ/(1 + ρ).   (17)

Its largest value is 6/7. A measured or tabulated ratio can be compared with a calculation only when the state of the incident light is known.

The symmetry of T is essential to the limit 3/4. Add an antisymmetric part, so that T = T_s + A with A_λμ = −A_μλ, and let N_s and N_A be the sums of the squared elements of the two parts. The antisymmetric part has no trace, and the sum of products of elements of T_s and A is zero. Therefore N = N_s + N_A and N′ = N_s − N_A. The general averages become

⟨T_ZZ²⟩ = (P + 2N_s)/15,

⟨T_XZ²⟩ = (−P + 3N_s + 5N_A)/30 = γ²/15 + N_A/6,

where a and γ refer to T_s. The parallel intensity is unchanged and the crossed intensity grows, so ρ can exceed 3/4. Near an electronic resonance the scattering tensor need not be symmetric, and it can also be complex. Formulas (15) and (16) should then not be used.

They also fail for oriented samples, such as crystals or molecules on a surface, because the orientations are not uniformly distributed. In a liquid the orientations are uniform, but T must describe the molecule in its surroundings, and the field acting on it differs from the applied one. Formulas (15) and (16) do not correct for either effect.

Fundamentals of the water molecule show how the formulas work. The model is restricted Hartree–Fock with the aug-cc-pVDZ basis, at the geometry optimized in the same model: O–H length 0.944 Å and angle 105.9°. The modes are harmonic and the polarizability is static. The molecule lies in the yz plane with z along the twofold axis. Elements of T are in Å² amu^(−1/2), and their squares in Å⁴/amu.

For the bend, at 1744 cm⁻¹, the diagonal elements are

T_xx = −0.0215, T_yy = 0.1734, T_zz = −0.3093,

and the off-diagonal elements vanish by symmetry. Their sum is −0.157, so a = −0.052. The anisotropy follows from the three differences:

γ² = (1/2)[(−0.1949)² + (0.4827)² + (−0.2878)²] = 0.177.

With 45a² = 0.124 and 7γ² = 1.238,

S = 0.124 + 1.238 = 1.36 Å⁴/amu,

ρ = 3(0.1769)/[0.124 + 4(0.1769)] = 0.64.

This mode is totally symmetric, yet its ratio is not far below 3/4. The reason can be read from the diagonal elements: the positive T_yy cancels much of the negative T_zz in the trace, while the same difference in sign increases γ².

For the symmetric stretch, at 4130 cm⁻¹, the elements are

T_xx = 0.4978, T_yy = 2.0410, T_zz = 1.2711.

All have the same sign, and a = 3.810/3 = 1.270. The differences give γ² = 1.786. Hence

S = 72.58 + 12.50 = 85.1 Å⁴/amu,

ρ = 3(1.786)/[72.58 + 4(1.786)] = 0.067.

For the antisymmetric stretch, at 4237 cm⁻¹, the only independent nonzero element is T_yz = 1.0956. Then a = 0 and

γ² = 3T_yz² = 3(1.0956)² = 3.60,

S = 7γ² = 25.2 Å⁴/amu,

ρ = 3/4.

The analyzer changes the order of the two stretches. The parallel averages are 1.772 for the symmetric and 0.320 for the antisymmetric stretch, whereas the crossed averages are 0.119 and 0.240. If the two bands were not resolved, their intensities would have to be added before the ratio is formed. With equal frequency factors for both bands this gives

(0.119 + 0.240)/(1.772 + 0.320) = 0.17,

and not the mean of the two separate ratios, which is 0.41.

The same molecule shows why the tensor has to be stored. Let Γ(Q) be the scalar anisotropy of α(Q) itself, formed from α as γ is formed from T. Let B₀ and B be the traceless parts of α(0) and T. Since Γ² is 3/2 times the sum of the squared elements of the traceless part, differentiation at Q = 0 gives, for Γ(0) ≠ 0,

Γ(0) Γ′(0) = (3/2) Σ_λμ (B₀)_λμ B_λμ.

The Cauchy–Schwarz inequality limits the right side to Γ(0)γ in magnitude, so

|Γ′(0)| ≤ γ.   (18)

The two sides are equal only if B is proportional to B₀. The slope of the scalar anisotropy records the part of the change that lies along the existing anisotropy and misses the rest. The mean polarizability has no such difficulty: its slope is a, because the trace is linear in the tensor.

In the example the slopes are 0.217, 1.325 and 0.000 for the bend, the symmetric stretch and the antisymmetric stretch, while γ is 0.421, 1.337 and 1.898. For the symmetric stretch the error from using the slope would be small. For the bend it would give

S = 0.124 + 7(0.2169)² = 0.45 Å⁴/amu

instead of 1.36. For the antisymmetric stretch it would give zero instead of 25.2. There a reflection turns Q into −Q, so Γ is even in Q and its slope vanishes, although the tensor changes to first order.

A similar loss occurs if the program turns the molecule to new axes at each displaced geometry. Suppose that the axes turn by an amount proportional to Q, so that the rotation is 1 + wQ to first order, with w antisymmetric. The computed derivative is then

T_computed = T + wα(0) − α(0)w.

The added term has zero trace and leaves a unchanged, but in general it alters γ; it vanishes only when w commutes with α(0), for example when α(0) is isotropic. Axes that follow the principal axes of α are an extreme case: they remove the off-diagonal element that carries the whole activity of the antisymmetric stretch. The tensors at all displaced geometries must therefore be expressed in one fixed frame before they are subtracted. A simple way is to generate the geometries from the normal-mode vector in that frame and to switch automatic reorientation off. If the program has turned the molecule, each tensor must first be rotated back.

The normalization of Q also matters. If Q is replaced by cQ, every element of T is divided by c and S by c², while ρ does not change. The values above refer to Q in amu^(1/2) Å. A sign change of the mode vector reverses T and a, but has no effect on S or ρ.

The activity is not yet an intensity. The squared vibrational matrix element contributes ħ/(2ω) for a molecule initially in the ground state, and the power radiated by an oscillating dipole contributes the fourth power of the scattered frequency. Relative band intensities at low temperature, measured as power, therefore follow S multiplied by both factors.

Two checks bear on the numerical accuracy of the example. Doubling the displacement changed the tensor of the symmetric stretch by 2.2 × 10⁻⁴ of its largest element. The error of a central difference grows as the square of the step, so doubling changes the result by three times the error at the smaller step; the step error of these elements is therefore at most about 2.2 × 10⁻⁴ × 2.04/3 = 1.5 × 10⁻⁴ Å² amu^(−1/2), one or two units in the fourth decimal. At the equilibrium geometry, the response calculation and the finite-field dipoles agree within 1.2 × 10⁻⁴ bohr³ for every element of the polarizability. These figures say nothing about what the model leaves out: electron correlation, anharmonicity, the frequency dependence of the polarizability, the remaining incompleteness of the basis and the surroundings of the molecule. The activities are results for this model and not estimates of measured values. The relations among a, γ², S and ρ do not depend on the electronic-structure method, provided that it supplies a real symmetric derivative tensor.

Numbers as computed

```
H2O, RHF/aug-cc-pVDZ; molecule in yz plane, z = twofold axis
largest error of rank-four average: 5.6e-16
O-H length: 0.9436 angstrom
H-O-H angle: 105.93 degree
masses O, H: 15.9990 1.0080 amu
polarizability, response vs finite field, max difference: 1.2e-04 bohr^3
displacement step in Q: 0.02 amu^1/2 bohr
--- bend: 1744.1 cm^-1
  T_xx, T_yy, T_zz, T_yz: -0.0215 0.1734 -0.3093 0.0000 angstrom^2 amu^-1/2
  a: -0.0524 angstrom^2 amu^-1/2
  gamma: 0.4205 angstrom^2 amu^-1/2
  slope of scalar anisotropy: 0.2169 angstrom^2 amu^-1/2
  gamma^2: 0.1769 angstrom^4/amu
  45 a^2 and 7 gamma^2: 0.124 1.238 angstrom^4/amu
  activity S: 1.362 angstrom^4/amu
  rotated-tensor averages ZZ, XZ: 0.01847 0.01179 angstrom^4/amu
  45*(ZZ + XZ) from rotation: 1.362 angstrom^4/amu
  rho formula, rho from rotation: 0.6383 0.6383
  rho for natural light: 0.7792
--- symmetric stretch: 4129.9 cm^-1
  T_xx, T_yy, T_zz, T_yz: 0.4978 2.0410 1.2711 0.0000 angstrom^2 amu^-1/2
  a: 1.2700 angstrom^2 amu^-1/2
  gamma: 1.3365 angstrom^2 amu^-1/2
  slope of scalar anisotropy: 1.3250 angstrom^2 amu^-1/2
  gamma^2: 1.7863 angstrom^4/amu
  45 a^2 and 7 gamma^2: 72.578 12.504 angstrom^4/amu
  activity S: 85.082 angstrom^4/amu
  rotated-tensor averages ZZ, XZ: 1.77162 0.11908 angstrom^4/amu
  45*(ZZ + XZ) from rotation: 85.082 angstrom^4/amu
  rho formula, rho from rotation: 0.0672 0.0672
  rho for natural light: 0.1260
--- antisymmetric stretch: 4237.2 cm^-1
  T_xx, T_yy, T_zz, T_yz: 0.0000 0.0000 0.0000 1.0956 angstrom^2 amu^-1/2
  a: 0.0000 angstrom^2 amu^-1/2
  gamma: 1.8976 angstrom^2 amu^-1/2
  slope of scalar anisotropy: 0.0000 angstrom^2 amu^-1/2
  gamma^2: 3.6009 angstrom^4/amu
  45 a^2 and 7 gamma^2: 0.000 25.206 angstrom^4/amu
  activity S: 25.206 angstrom^4/amu
  rotated-tensor averages ZZ, XZ: 0.32008 0.24006 angstrom^4/amu
  45*(ZZ + XZ) from rotation: 25.206 angstrom^4/amu
  rho formula, rho from rotation: 0.7500 0.7500
  rho for natural light: 0.8571
relative change of stretch tensor on doubling step: 2.2e-04
```
